Cubic crystal-field levels and their symmetry labels for J = 15/2, part 2

The problem is the cubic crystal-field splitting of a 4fⁿ multiplet with J = 15/2 (units of ħ), states |M⟩ and x, y, z along the cube axes. Units: Gaussian for fields, E/k_B in kelvin for example energies. With rank-4 and rank-6 Stevens operators O4, O6 and F4 = 60, F6 = 13860, H = B4·O4 + B6·O6 and

H/W = a·O4/F4 + b·O6/F6,  a = x,  b = 1−|x|.  (7)

For B6 ≠ 0,

W = sgn(B6)(|B4F4| + |B6F6|),  x = B4F4/W.  (8)

The double group G, 48 spin-½ matrices ±u over the 24 cube rotations R, acts by D(g). Γ2 = ±1 is the parity of the axis permutation, Γ6 = D^{1/2}, Γ7 = Γ2 ⊗ Γ6, Γ8 = D^{3/2}, and the multiplet is Γ6 + Γ7 + 3Γ8. With characters χ_Γ and dimensions d_Γ, the projectors are

P_Γ = (d_Γ/48) Σ_g χ_Γ*(g) D(g).  (9)

The algorithm (1) diagonalizes H/W, (2) clusters eigenvalues within τ of the first, with orthonormal eigenvectors as columns of V, and (3) requires integer n_Γ = tr(V†P_ΓV)/d_Γ. Projected blocks restrict H to the range of P_Γ.

H has four tridiagonal blocks, in two equal-spectrum pairs, represented by

A: M = 15/2, 7/2, −1/2, −9/2,  B: M = 13/2, 5/2, −3/2, −11/2.

Each holds three Γ8 states, A also one Γ6 and B one Γ7. The coupling h_M of M to M+4 vanishes only at a/b = t_M: 5, −3/5, 1/5 in A; 3, −1, 7/5 in B. At M = −11/2, H/W has diagonal element −221a − 39b. Doublet energies and vectors (v₁ to v₄ in block order) are

E6/W = 294a − 40b,  E7/W = −26a − 312b.  (11)

Γ6: weights (65, 21, 99, 7)/192, signs (+,+,+,+),
Γ7: weights (77, 65, 39, 11)/192, signs (+,+,−,−).  (12)

The Γ8 energies, in units of W, are the roots of P8 = E³ + c₂E² + c₁E + c₀:

c₂ = 134a − 176b,
c₁ = −70020a² − 25408ab − 37296b²,
c₀ = −9755928a³ + 2803008a²b − 9920352ab² + 2845440b³.  (13)

**6. The diagram and its crossings**

x      Γ6       Γ7       Γ8(1)    Γ8(2)    Γ8(3)
−1.0   −294.0   26.0     −266.37  141.46   258.90
−0.8   −243.2   −41.6    −203.25  129.77   215.88
−0.6   −192.4   −109.2   −156.95  132.62   175.14
−0.4   −141.6   −176.8   −135.96  134.12   161.04
−0.2   −90.8    −244.4   −140.36  98.40    209.56
0.0    −40.0    −312.0   −162.17  63.99    274.18
0.2    26.8     −254.8   −131.41  6.32     239.08
0.4    93.6     −197.6   −121.61  −44.15   217.76
0.6    160.4    −140.4   −148.76  −77.05   215.82
0.8    227.2    −83.2    −200.56  −105.18  233.74
1.0    294.0    −26.0    −258.90  −141.46  266.37

The entries are E/W. The first and last rows are negatives of each other, as (8) requires. Every curve has a kink at x = 0, which comes from |x| and not from the physics. By the Hellmann–Feynman theorem the slope is ⟨O4⟩/F4 − sgn(x)⟨O6⟩/F6, and at x = 0 the state is an eigenstate of O6, so the slope jumps by −2E(0)/W. For Γ7 it goes from −338 to 286.

All crossings can be located exactly. If every coupling of a tridiagonal block is nonzero, the rows determine v₂, v₃, v₄ from v₁ and E, so each eigenvalue is simple. A degeneracy inside a block therefore needs some h_M = 0, that is a/b = t_M. Conversely, at such a point the block splits in two, both parts of the doublet vector are nonzero by (12), and each part is an eigenvector with the doublet energy. That energy then occurs twice in the block, and the second state can only be Γ8. For |x| < 1, t = a/b has the sign of x and |t| = |x|/(1−|x|), so x = t/(1+|t|); at |x| = 1 all couplings are nonzero. Therefore

Γ6/Γ8: t = −3/5, 1/5, 5,  x = −3/8, 1/6, 5/6,
Γ7/Γ8: t = −1, 7/5, 3,  x = −1/2, 7/12, 3/4.

These are true crossings and not touchings. At b = 1, P8(E6) is a polynomial of degree at most three in t that does not vanish identically and has three distinct zeros, so each zero is simple and the sign changes; the same holds for P8(E7). Two Γ8 levels could coincide only where both A and B are degenerate, and the two sets of t are disjoint, so the Γ8 levels never cross. Γ6 and Γ7 lie in different blocks, and (11) gives 320a + 272b = 0, t = −17/20, x = −17/37 = −0.45946. The total is seven crossings.

The ground level follows by tracking. At x = −1 the lowest curve is Γ6, and its first crossing is with Γ7 at −17/37, where Γ7 becomes lowest. The next crossing of Γ7 is at 7/12, where it passes above Γ8(1); the row x = 0.8 shows that at 3/4 it goes on above Γ8(2). Γ6 runs from the bottom at x = −1 to the top at x = 1 with three Γ8 crossings, so it passes each Γ8 once, the highest at 5/6. For W > 0 the ground level is Γ6, Γ7, Γ8 with changes at −17/37 and 7/12. For W < 0 it is Γ8(3) below 5/6 and Γ6 above, since Γ7 never meets Γ8(3).

At x = 7/12 the last coupling of B vanishes and |−11/2⟩ is an exact eigenvector, with E/W = (−221·7 − 39·5)/12 = −145.167. Its Γ7 weight is 11/192 = 0.05729 by (12), and the rest is Γ8. An eigensolver may return this vector, whose largest weight points to Γ8 alone, while the six-dimensional cluster gives (n₆, n₇, n₈) = (0, 1, 1).

**7. Error analysis**

Let u ≈ 10⁻¹⁶ be the unit roundoff, and measure energies in W. The table gives ‖O4/F4‖ = 294 and ‖O6/F6‖ = 312, so ‖H‖ ≤ 294|a| + 312b ≤ 312.

Eigenvalues. A backward-stable Hermitian eigensolver returns the exact eigenpairs of H + δH with ‖δH‖ = δ ≤ c·u‖H‖, where c depends on the dimension and is modest for 16 states. For sorted eigenvalues, Weyl's inequality bounds each shift by δ, whatever the gaps. The perturbation δH has no cubic symmetry, so it can split a multiplet by up to 2δ. The tolerance must satisfy 2δ ≪ τ, and it must be small against the gaps to be resolved. The program uses τ = 10⁻⁸‖H‖.

Labels. Let v be a computed eigenvector with eigenvalue λ, and w an exact eigenvector of H with energy ε outside the level to which v belongs. From w†(H+δH)v = λw†v and w†H = εw†,

w†v = w†δH v/(λ − ε).

Summing squares over all such w, the part of v outside its level has norm at most δ/Δ, where Δ is the least |λ − ε|. For a level of pure type Γ, the operator 1 − P_Γ annihilates the part inside the level, so v†(1−P_Γ)v ≤ (δ/Δ)², and averaging over the d_Γ columns of V gives

0 ≤ 1 − n_Γ ≤ (δ/Δ)².  (14)

The leakage of the eigenvectors out of their level enters the label only in second order. The stored vectors are orthonormal only to order u, which adds a term of order u that (14) leaves out. Clusters that the algorithm keeps apart have Δ of at least about τ, so the bound is (c·u/10⁻⁸)², which is of order 10⁻¹² if c is 100. With τ taken near δ the bound becomes of order one and no longer guarantees the labels near crossings. Errors in the projector enter in first order. From (9) and |χ_Γ| ≤ d_Γ, ‖δP_Γ‖ ≤ d_Γ² max‖δD(g)‖, and n_Γ changes by at most this times the cluster size over d_Γ. The program asserts that n_Γ is an integer to 10⁻⁷, and that tr(V†DV) for the fourfold rotation equals √2(n₆ − n₇), to 10⁻⁶; the left side uses only the one matrix D, while n₆ and n₇ come from the projectors.

Merging. Near a crossing with slope difference σ, two levels are merged when |x − x_c| < τ/|σ|. For Γ6/Γ7 the difference at x < 0 is 592x + 272, so the half-width is below 312·10⁻⁸/592, about 5·10⁻⁹. Inside this window the counts stay correct and the two energies are replaced by a mean that is wrong by less than τ. At the edge of the window, where a gap lies within about 2δ of τ, step 2 can cut a multiplet in two. The counts are then fractional, and the integer requirement of step 3 detects the event.

Following curves. Sorted eigenvalues of the full matrix exchange their type at each of the seven crossings, so a plot by index joins pieces of different curves. Sorting inside the range of P_Γ8 is safe for this Hamiltonian because the Γ8 levels never cross. They do approach each other. On a grid of 402 points the smallest gaps are 67.4 between Γ8(1) and Γ8(2) near x = 0.52, and 11.4 between Γ8(2) and Γ8(3) near x = −0.47. A sampled minimum is an upper bound on the true one. A lower bound follows from Weyl's inequality with ‖dH/dx‖ ≤ 294 + 312 = 606: within half a grid step, 1/401, a gap changes by at most 2·606/401 ≈ 3, so the narrow gap is at least about 8.

Crossing points. A bracketing root search on E_doublet − E8(i) has an error δx of at most about 2δ/|σ| plus its stopping tolerance, which is 10⁻¹³ in the program. The slope σ is not zero because the zeros of P8(E6) and P8(E7) are simple. A sign search would miss two crossings of the same pair inside one grid cell, which the exact list excludes here. The search gives −0.37500, 0.16667, 0.83333 and −0.50000, 0.58333, 0.75000, and agreement of all seven points with the fractions is asserted to 10⁻⁹ in x.

The cubic. A change δP of the polynomial moves a root, to first order, by −δP(E_i)/Π_{j≠i}(E_i − E_j). Relative errors u in the coefficients give δP of order u‖H‖³. At the narrow gap the denominator is the gap times a distance of order ‖H‖, so the root error relative to ‖H‖ is of order u‖H‖/gap, a loss of one to two digits that the matrix route does not suffer. The program asserts that full diagonalization, projected blocks and (11) with (13) agree to 10⁻⁹ relative to the largest level at every grid point.

Parameters. By Weyl's inequality, errors in the inputs move any level by at most 294|δ(B4F4)| + 312|δ(B6F6)|. The doublet states (12) do not respond at all. For a Γ8 state the admixture of other levels is, to first order, at most ‖δH‖/Δ, where δH is the change of H and Δ is the distance to the nearest other Γ8 level, since a change of B4 or B6 keeps the symmetry and mixes only states of the same type. Near x = −0.47 the two upper quartets are the most sensitive. The map (8) is discontinuous at B6 = 0, where W changes sign and x jumps between 1 and −1 while H is continuous, so a fit near that point is better carried out in B4 and B6.

**8. Magnetic moments of the doublets**

A field B adds H_Z = μ_B B·(L + 2S), with μ_B = eħ/2mc, e > 0, and the spin g factor set to 2. Inside the multiplet L + 2S = g_J J by the Wigner–Eckart theorem. For J = L + S the state M = J is the product of M_L = L and M_S = S, so g_J = (L+2S)/J.

Restricted to a doublet, J_i = α_i + Σ_j Λ_ij σ_j. Choose the basis in which the group acts as u for Γ6 and as Γ2·u for Γ7; the sign cancels under conjugation. Both J and σ then transform as vectors, so α is an invariant vector and Λ commutes with all 24 matrices R. These form an irreducible representation, with norm (9 + 6·1 + 8·0 + 9·1)/24 = 1, so α = 0 and Λ = λ·1. The doublet is isotropic, and n·J has eigenvalues ±λ for every n. From (12),

Γ6: ⟨Jz⟩ = (65·15 + 21·7 − 99 − 7·9)/384 = 5/2,
Γ7: ⟨Jz⟩ = (77·13 + 65·5 − 39·3 − 11·11)/384 = 17/6.

The Γ6 vector of block A rotates like M = −1/2, so σz = −1 and λ = −5/2. The Γ7 vector of block B has σz = +1 and λ = 17/6. To first order in B the splitting is |g|μ_B B with

|g6| = 5g_J,  |g7| = (17/3)g_J,  (15)

independent of x and W. Time reversal maps H + H_Z(B) to H + H_Z(−B) and exchanges the two branches, so their difference is odd in B. As long as the doublet is separated from every other level, the other doublet included, by much more than the Zeeman energy, the second-order shift is common to both, and the first correction to the splitting is of third order, with a relative size of order (g_Jμ_B B/Δ)² times squared matrix elements of J, Δ being the gap to the nearest quartet. At this order only quartets enter as intermediate states: J transforms as D¹, D¹ ⊗ Γ6 = D^{1/2} + D^{3/2} = Γ6 + Γ8, and multiplying by Γ2, which leaves the characters of Γ8 unchanged, gives D¹ ⊗ Γ7 = Γ7 + Γ8, so J has no matrix element between Γ6 and Γ7. Equation (15) fails when the Zeeman energy approaches Δ, and in particular near the six doublet–quartet crossings. At the Γ6/Γ7 crossing the two doublets are coupled at the earliest in second order in B, through the quartets. For B along a cube axis they are not coupled at all, because Jz does not connect the four blocks of section 5, and Γ6 and Γ7 lie in different blocks. For a general direction the second-order coupling matters once |E6 − E7| is comparable to z = g_Jμ_B B. The lowest branches, −(5/2)z and −(17/6)z, meet near E7 − E6 = z/3 and repel there by an amount of order z²/Δ. Relative to the splitting this is of first order in z/Δ; along [110] it is about 10⁻² at z = 0.05 W, where (z/Δ)² is about 10⁻⁵. The third-order estimate therefore does not hold in this window. The quartets have no fixed moments, because their states depend on x.

**9. Worked example**

Take the model parameters B4 = −2.0×10⁻³ K and B6 = 2.0×10⁻⁵ K, and the term with L = 6, S = 3/2, J = 15/2, for which g_J = 9/7.5 = 1.2. Then B4F4 = −0.1200 K and B6F6 = 0.2772 K, and (8) gives

W = 0.1200 + 0.2772 = 0.3972 K,  x = −0.1200/0.3972 = −0.30211,  1−|x| = 0.69789.

Since Wa = B4F4 and Wb = B6F6, equation (11) gives directly

E7 = −26(−0.1200) − 312(0.2772) = −83.37 K,
E6 = 294(−0.1200) − 40(0.2772) = −46.37 K.

The algorithm returns five clusters:

label   E/W      E (K)    above ground (K)
Γ7      −209.89  −83.37   0
Γ8      −135.37  −53.77   29.60
Γ6      −116.74  −46.37   37.00
Γ8      116.65   46.33    129.70
Γ8      182.03   72.30    155.67

The quartets sum to −53.77 + 46.33 + 72.30 = 64.86 K, and (13) requires 134(0.1200) + 176(0.2772) = 64.87 K, which agrees within the rounding of three terms. The order agrees with section 6. W is positive and x lies between −17/37 and 7/12, so Γ7 is lowest, and x lies between −3/8 and 1/6, so Γ6 has passed Γ8(1) and not Γ8(2). The first gap is 29.60 K = 2.550 meV and the total splitting is 155.67 K = 13.41 meV. These digits belong to the model with exact B4 and B6; for a real ion, J mixing and uncertain parameters would leave fewer.

From (15), |g7| = (17/3)(1.2) = 6.800, and |g6| = 6.000. With μ_B = 9.27401×10⁻²¹ erg/G, a field of 1000 G gives μ_B B/k_B = 0.06717 K, and the first-order splitting of the ground doublet is 6.800 × 0.06717 K = 0.4568 K, or 0.03936 meV. With one more digit it is 0.45677 K, while diagonalization of the full 16×16 matrix gives 0.45672 K for B along [001] and 0.45675 K along [111]. Taken from the unrounded values, the deviations are −4.5×10⁻⁵ K and −1.6×10⁻⁵ K, or 9.8×10⁻⁵ and 3.6×10⁻⁵ relative to the first-order value. The scale factor of section 8 is (1.2 × 0.06717/29.60)² ≈ 7×10⁻⁶, so the deviations correspond to dimensionless coefficients of roughly 13 and 5 in magnitude, which are not derived here. Their dependence on direction is allowed because the isotropy argument covers only the term linear in B. Separately, at 10 G and W = 0.4 K, with x = −0.8 for Γ6 and x = 0 for Γ7, where each doublet is the ground level, the program asserts the first-order formula in random directions to 10⁻⁶ relative. The program and its output follow.

Calculated quantities

```
class theta/pi (size): 0.000(1) 0.500(6) 0.667(8) 1.000(6) 1.000(12) 1.333(8) 1.500(6) 2.000(1)
chi G2: 1 -1 1 1 -1 1 -1 1
chi G6: 2 1.414 1 0 0 -1 -1.414 -2
chi G7: 2 -1.414 1 0 0 -1 1.414 -2
chi G8: 4 0 -1 0 0 1 0 -4
chi J=15/2: 16 0 -1 0 0 1 0 -16
multiplicities G6 G7 G8: [1, 1, 3]  commutant dimension: 11
cubic invariants for k=0..15: [1, 0, 0, 0, 1, 0, 1, 0, 1, 1, 1, 0, 2, 1, 1, 1]
F4 = 60  F6 = 13860
O40/F4, M=15/2..1/2: [273, -91, -221, -201, -101, 23, 129, 189]
O60/F6, M=15/2..1/2: [65, -117, -39, 59, 87, 45, -25, -75]
G6 block M = [15/2, 7/2, -1/2, -9/2], couplings: [sqrt(1365)*(a - 5*b), 2*sqrt(231)*(5*a + 3*b), 3*sqrt(77)*(5*a - b)]
G6: 192*weights [65, 21, 99, 7], signs ++++, <Jz> = 5/2
G6: <O40>/F4 = 171.5000, <O60>/F6 = -5.0000, E/W = 294*a - 40*b
G6/G8 crossings: a/b = [5, -3/5, 1/5], x = [-3/8, 1/6, 5/6]
G7 block M = [13/2, 5/2, -3/2, -11/2], couplings: [sqrt(5005)*(a - 3*b), 42*sqrt(15)*(a + b), sqrt(429)*(5*a - 7*b)]
G7: 192*weights [77, 65, 39, 11], signs ++--, <Jz> = 17/6
G7: <O40>/F4 = -15.1667, <O60>/F6 = -39.0000, E/W = -26*a - 312*b
G7/G8 crossings: a/b = [3, -1, 7/5], x = [-1/2, 7/12, 3/4]
P8 coefficient of E^2: 134*a - 176*b
P8 coefficient of E^1: -70020*a**2 - 25408*a*b - 37296*b**2
P8 coefficient of E^0: -9755928*a**3 + 2803008*a**2*b - 9920352*a*b**2 + 2845440*b**3
G6/G7 crossing x = -17/37 = -0.45946
G6/G8 crossings by root search: -0.37500 0.16667 0.83333
G7/G8 crossings by root search: -0.50000 0.58333 0.75000
min gap G8(1)-G8(2) = 67.4 W near x = 0.52
min gap G8(2)-G8(3) = 11.4 W near x = -0.47
ground W>0: G6 | -17/37 | G7 | 7/12 | G8;  W<0: G8 | 5/6 | G6
x, E/W for G6 G7 G8(1) G8(2) G8(3):
 -1.0  -294.00    26.00  -266.37   141.46   258.90
 -0.8  -243.20   -41.60  -203.25   129.77   215.88
 -0.6  -192.40  -109.20  -156.95   132.62   175.14
 -0.4  -141.60  -176.80  -135.96   134.12   161.04
 -0.2   -90.80  -244.40  -140.36    98.40   209.56
  0.0   -40.00  -312.00  -162.17    63.99   274.18
  0.2    26.80  -254.80  -131.41     6.32   239.08
  0.4    93.60  -197.60  -121.61   -44.15   217.76
  0.6   160.40  -140.40  -148.76   -77.05   215.82
  0.8   227.20   -83.20  -200.56  -105.18   233.74
  1.0   294.00   -26.00  -258.90  -141.46   266.37
x=0.58333: |-11/2> exact, E/W=-145.167, G7 weight 0.05729, cluster n=[0, 1, 1]
example: B4 = -2.0e-03 K, B6 = 2.0e-05 K, B4*F4 = -0.1200 K, B6*F6 = 0.2772 K
W = 0.3972 K, x = -0.30211, 1-|x| = 0.69789
G7: E/W =  -209.89, E =  -83.37 K, above ground    0.00 K
G8: E/W =  -135.37, E =  -53.77 K, above ground   29.60 K
G6: E/W =  -116.74, E =  -46.37 K, above ground   37.00 K
G8: E/W =   116.65, E =   46.33 K, above ground  129.70 K
G8: E/W =   182.03, E =   72.30 K, above ground  155.67 K
first gap 29.60 K = 2.550 meV, total 155.67 K = 13.41 meV
gJ = 1.2000, |g6| = 6.000, |g7| = 6.800, muB = 9.27401e-21 erg/G
B = 1000 G: muB*B/kB = 0.06717 K, first-order splitting 0.45677 K = 0.03936 meV
full diagonalization: [001] 0.45672 K, [111] 0.45675 K
```
